# Intruder states and the divergent two-configuration perturbation series of beryllium: a numerical check

```python
"""Intruder states in the perturbation expansion for beryllium (1S symmetry).

Result under test: for H(z) = H0 + z V, with H0 the sum of one-electron
Hamiltonians in the frozen Hartree-Fock field of the 1s2 core and V = 1/r12
between the two valence electrons, the levels 2p2 and 2s3s coalesce at a
complex z inside the unit circle.  The series for the effective Hamiltonian
of the model space {2s2, 2p2} therefore diverges at the physical value z = 1.
Two-level estimate: z = Delta/(delta - 2 i v), where Delta is the zero-order
distance, delta the difference of slopes and v the coupling.
Hartree atomic units; radial B-splines in a finite box.
"""
import numpy as np
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.special import eval_legendre

CHARGE = 4.0
BOX = 25.0
DEGREE = 7

# Radial basis (functions vanish at both ends) and quadrature points
breaks = BOX * np.linspace(0.0, 1.0, 29) ** 2
knots = np.r_[[0.0] * DEGREE, breaks, [BOX] * DEGREE]
n_splines = len(knots) - DEGREE - 1
splines = BSpline(knots, np.eye(n_splines), DEGREE)
gauss_x, gauss_w = np.polynomial.legendre.leggauss(10)
half = np.diff(breaks) / 2
middle = (breaks[1:] + breaks[:-1]) / 2
r = (middle[:, None] + half[:, None] * gauss_x).ravel()
w = (half[:, None] * gauss_w).ravel()
B = splines(r)[:, 1:-1]
dB = splines.derivative()(r)[:, 1:-1]


def local_matrix(f):
    return B.T @ ((w * f)[:, None] * B)


overlap = local_matrix(np.ones_like(r))


def kinetic(l):
    return 0.5 * (dB.T @ (w[:, None] * dB)
                  + l * (l + 1) * local_matrix(1 / r**2))


def multipole_kernel(k):
    """r_<^k / r_>^(k+1), from the radial Poisson equation."""
    scaled = B / r[:, None]
    inverse_part = np.linalg.solve(2 * kinetic(k), scaled.T)
    return ((2 * k + 1) * scaled @ inverse_part
            + np.outer(r**k, r**k) / BOX ** (2 * k + 1))


kernels = [multipole_kernel(k) for k in range(5)]

# Slater integrals against closed hydrogenic values
density = w * (2 * 4.0**1.5 * r * np.exp(-4.0 * r)) ** 2
assert abs(density @ kernels[0] @ density - 5 * 4.0 / 8) < 1e-6
density = w * (2.0**2.5 / np.sqrt(24) * r**2 * np.exp(-r)) ** 2
assert abs(density @ kernels[2] @ density - 45 * 2.0 / 512) < 1e-6

# Hartree-Fock 1s orbital of the two-electron core
bare = kinetic(0) - CHARGE * local_matrix(1 / r)
core_vector = eigh(bare, overlap)[1][:, 0]
for iteration in range(50):
    core = B @ core_vector
    coulomb = kernels[0] @ (w * core**2)
    core_vector = eigh(bare + local_matrix(coulomb), overlap)[1][:, 0]
core = B @ core_vector
coulomb = kernels[0] @ (w * core**2)
core_kinetic = 2 * core_vector @ kinetic(0) @ core_vector
core_potential = (-2 * CHARGE * np.sum(w * core**2 / r)
                  + np.sum(w * core**2 * coulomb))
assert abs(core_potential / core_kinetic + 2) < 1e-6  # virial theorem

# Valence orbitals in the core field
orbital_energy, orbital = [], []
for l in range(3):
    weighted = B * (w * core)[:, None]
    exchange = weighted.T @ kernels[l] @ weighted / (2 * l + 1)
    fock = (kinetic(l) - CHARGE * local_matrix(1 / r)
            + 2 * local_matrix(coulomb) - (exchange + exchange.T) / 2)
    energies, vectors = eigh(fock, overlap)
    first = 1 if l == 0 else 0  # leave out the occupied 1s
    orbital_energy.append(energies[first:])
    orbital.append(B @ vectors[:, first:])


def angular_factor(l, k, m):
    x, weight = np.polynomial.legendre.leggauss(12)
    product = eval_legendre(l, x) * eval_legendre(k, x) * eval_legendre(m, x)
    return np.sqrt((2*l + 1) * (2*m + 1)) * 0.5 * np.sum(weight * product)


def build_problem(n_orb, l_max):
    """Singlet S configurations, zero-order energies and matrix of 1/r12."""
    a, b = np.triu_indices(n_orb)
    size = len(a)
    norm = np.where(a == b, 0.5, np.sqrt(0.5))
    labels, e0 = [], []
    V = np.zeros(((l_max + 1) * size, (l_max + 1) * size))
    for l in range(l_max + 1):
        shift = max(2, l + 1)
        labels += [(l, i + shift, j + shift) for i, j in zip(a, b)]
        e0.extend(orbital_energy[l][a] + orbital_energy[l][b])
        for m in range(l_max + 1):
            left, right = orbital[l][:, :n_orb], orbital[m][:, :n_orb]
            pairs = (w[:, None, None] * left[:, :, None]
                     * right[:, None, :]).reshape(len(r), -1)
            total = np.zeros((n_orb,) * 4)
            for k in range(abs(l - m), l + m + 1, 2):
                total += angular_factor(l, k, m) * (
                    pairs.T @ kernels[k] @ pairs).reshape((n_orb,) * 4)
            A, Bi = a[:, None], b[:, None]
            C, D = a[None, :], b[None, :]
            block = 2 * np.outer(norm, norm) * (
                total[A, C, Bi, D] + total[A, D, Bi, C])
            V[l*size:(l+1)*size, m*size:(m+1)*size] = block
    return labels, np.array(e0), (V + V.T) / 2


def complex_levels(z, e0, V):
    levels = np.linalg.eigvals(np.diag(e0) + z * V)
    return levels[np.argsort(levels.real)]


def find_branch_point(e0, V, start):
    """Secant search for a zero of the squared gap of levels two and three."""
    def squared_gap(z):
        levels = complex_levels(z, e0, V)
        return (levels[2] - levels[1]) ** 2
    z_old, z_new = start, start * (1 + 0.02j)
    f_old, f_new = squared_gap(z_old), squared_gap(z_new)
    for step in range(20):
        if abs(f_new) < 1e-13 or f_new == f_old:
            break
        z_next = z_new - f_new * (z_new - z_old) / (f_new - f_old)
        z_old, f_old = z_new, f_new
        z_new, f_new = z_next, squared_gap(z_next)
    assert abs(f_new) < 1e-10
    return z_new


def energy_sum_series(e0, V, model, order):
    """Coefficients of trace(Heff) from the Bloch equation."""
    outside = np.setdiff1d(np.arange(len(e0)), model)
    denominator = e0[model][None, :] - e0[outside][:, None]
    V_pq = V[np.ix_(model, outside)]
    V_qq = V[np.ix_(outside, outside)]
    heff = [np.diag(e0[model]), V[np.ix_(model, model)]]
    chi = [None]
    for n in range(1, order):
        rhs = V_pq.T.copy() if n == 1 else V_qq @ chi[n - 1]
        for m in range(1, n):
            rhs -= chi[m] @ heff[n - m]
        chi.append(rhs / denominator)
        heff.append(V_pq @ chi[n])
    return np.array([np.trace(h) for h in heff])


def singularity_from_series(c, last, count=12):
    """Fit the recurrence of a conjugate pair of square-root singularities."""
    n = np.arange(last - count + 1, last + 1)
    rows = np.column_stack([(n - 1.5) * c[n - 1], -(n - 3) * c[n - 2]])
    scale = np.linalg.norm(rows, axis=1)
    p, q = np.linalg.lstsq(rows / scale[:, None], n * c[n] / scale,
                           rcond=None)[0]
    roots = np.roots([q, -p, 1.0])
    nearest = roots[np.argmin(abs(roots))]
    return complex(nearest.real, abs(nearest.imag))


labels, e0, V = build_problem(10, 2)
s2, p2 = labels.index((0, 2, 2)), labels.index((1, 2, 2))
s3, s4 = labels.index((0, 2, 3)), labels.index((0, 2, 4))
order_zero = np.argsort(e0)
assert list(order_zero[:3]) == [s2, p2, s3]

# Two-level estimate, verified by diagonalizing the two-level matrix
Delta = e0[s3] - e0[p2]
delta = V[p2, p2] - V[s3, s3]
coupling = V[p2, s3]
z_two = Delta / (delta - 2j * abs(coupling))
pair = [p2, s3]
small = np.diag(e0[pair]) + z_two * V[np.ix_(pair, pair)]
assert abs(np.subtract(*np.linalg.eigvals(small))) < 1e-6
assert delta > 0 and abs(z_two) < 1

# Full valence problem
z_star = find_branch_point(e0, V, z_two)
assert abs(z_star) < 1 and z_star.imag > 0

# One turn around the branch point exchanges the two levels
radius = 0.3 * z_star.imag
start_pair = complex_levels(z_star + radius, e0, V)[1:3]
followed = start_pair.copy()
for angle in np.linspace(0, 2 * np.pi, 25)[1:]:
    levels = complex_levels(z_star + radius * np.exp(1j * angle), e0, V)
    followed = np.array([levels[np.argmin(abs(levels - e))]
                         for e in followed])
assert np.max(abs(followed - start_pair[::-1])) < 1e-7

# Stability of the branch point
_, e_big, V_big = build_problem(12, 2)
z_big = find_branch_point(e_big, V_big, z_star)
_, e_sp, V_sp = build_problem(10, 1)
z_sp = find_branch_point(e_sp, V_sp, z_star)
assert abs(z_big - z_star) < 0.02

# Perturbation series
ORDER = 50
physical = eigh(np.diag(e0) + V, eigvals_only=True)
spaces = {"{2s2}": [s2], "{2s2,2p2}": [s2, p2],
          "{2s2,2p2,2s3s}": [s2, p2, s3]}
series, errors = {}, {}
for name, model in spaces.items():
    series[name] = energy_sum_series(e0, V, np.array(model), ORDER)
    errors[name] = np.cumsum(series[name]) - physical[:len(model)].sum()
main = series["{2s2,2p2}"]
z_inside = 0.5 * abs(z_star)
inside = eigh(np.diag(e0) + z_inside * V, eigvals_only=True)[:2].sum()
inside_error = np.sum(main * z_inside ** np.arange(ORDER + 1)) - inside
assert abs(inside_error) < 1e-9
z_series = singularity_from_series(main, ORDER)
# finite-order corrections to the asymptotic recurrence set this tolerance
assert abs(z_series - z_star) < 0.03 * abs(z_star)
assert abs(errors["{2s2,2p2}"][50]) > abs(errors["{2s2,2p2}"][10])
assert abs(errors["{2s2}"][50]) < abs(errors["{2s2,2p2}"][50])

# Cause: the same series without the configurations 2sns, n >= 3
keep = np.array([i for i, c in enumerate(labels)
                 if not (c[0] == 0 and c[1] == 2 and c[2] > 2)])
e_cut, V_cut = e0[keep], V[np.ix_(keep, keep)]
model_cut = np.array([np.where(keep == i)[0][0] for i in (s2, p2)])
series_cut = energy_sum_series(e_cut, V_cut, model_cut, ORDER)
exact_cut = eigh(np.diag(e_cut) + V_cut, eigvals_only=True)[:2].sum()
errors_cut = np.cumsum(series_cut) - exact_cut
assert abs(errors_cut[50]) < 0.01 * abs(errors["{2s2,2p2}"][50])


def show_complex(z):
    return f"{z.real:.4f} + {z.imag:.4f} i, modulus {abs(z):.4f}"


print(f"Box radius: {BOX:.0f} bohr; orbitals per l: 10; l = 0,1,2")
print(f"Number of 1S configurations: {len(e0)}")
print(f"Core Hartree-Fock energy: {core_kinetic + core_potential:.5f} hartree")
for name, l, i in (("2s", 0, 0), ("3s", 0, 1), ("4s", 0, 2), ("2p", 1, 0)):
    print(f"Orbital energy {name}: {orbital_energy[l][i]:.5f} hartree")
for name, i in (("2s2", s2), ("2p2", p2), ("2s3s", s3), ("2s4s", s4)):
    print(f"{name}: E at z=0 {e0[i]:.5f}, slope {V[i, i]:.5f}, "
          f"first-order E at z=1 {e0[i] + V[i, i]:.5f} hartree")
print(f"Delta, delta, |v|: {Delta:.5f}, {delta:.5f}, "
      f"{abs(coupling):.5f} hartree")
for name, i in (("2s3s", s3), ("2s4s", s4)):
    crossing = (e0[i] - e0[p2]) / (V[p2, p2] - V[i, i])
    print(f"First-order crossing of 2p2 with {name}: z = {crossing:.4f}")
limit = orbital_energy[0][0]
print(f"First-order crossing of 2p2 with the 2s limit: z = "
      f"{(limit - e0[p2]) / V[p2, p2]:.4f}")
print("Two-level branch point:", show_complex(z_two))
print("Full branch point:", show_complex(z_star))
print("Same, 12 orbitals per l:", show_complex(z_big))
print("Same, s and p orbitals only:", show_complex(z_sp))
print("Same, from series coefficients:", show_complex(z_series))
print("Levels (hartree) and weight of 2p2 in each:")
second_weights = []
for z in (0.5 * z_star.real, z_star.real, 1.0):
    levels, vectors = eigh(np.diag(e0) + z * V)
    weights = vectors[p2] ** 2
    second_weights.append(weights[1])
    print(f" z={z:.4f}: " + "; ".join(
        f"{levels[i]:.5f} ({weights[i]:.3f})" for i in range(5)))
    print(f"  gap of levels 2 and 3: {levels[2] - levels[1]:.5f} hartree")
assert second_weights[0] > 0.5 > second_weights[2]
bound = physical < limit
print(f"2p2 weight at z=1 in excited levels below the 2s limit: "
      f"{weights[bound][1:].sum():.3f}")
print(f"2p2 weight at z=1 above the 2s limit: {weights[~bound].sum():.3f}")
print(f"Series error at z={z_inside:.4f}: {abs(inside_error):.1e} hartree")
print("Error of the model-energy sum at z=1, orders 2,5,10,20,30,50 (hartree):")
chosen = [2, 5, 10, 20, 30, 50]
for name in spaces:
    print(f" {name}: " + ", ".join(f"{errors[name][n]:.2e}" for n in chosen))
print(" {2s2,2p2} without 2sns: "
      + ", ".join(f"{errors_cut[n]:.2e}" for n in chosen))
print("Modulus of nearest singularity fitted up to orders 38 and 50:")
series["{2s2,2p2} without 2sns"] = series_cut
for name, c in series.items():
    print(f" {name}: {abs(singularity_from_series(c, 38)):.3f}, "
          f"{abs(singularity_from_series(c, 50)):.3f}")
print("all assertions hold")
```

It prints:

```
Box radius: 25 bohr; orbitals per l: 10; l = 0,1,2
Number of 1S configurations: 165
Core Hartree-Fock energy: -13.61130 hartree
Orbital energy 2s: -0.66606 hartree
Orbital energy 3s: -0.26649 hartree
Orbital energy 4s: -0.14283 hartree
Orbital energy 2p: -0.51941 hartree
2s2: E at z=0 -1.33213, slope 0.39642, first-order E at z=1 -0.93570 hartree
2p2: E at z=0 -1.03882, slope 0.45645, first-order E at z=1 -0.58237 hartree
2s3s: E at z=0 -0.93255, slope 0.22140, first-order E at z=1 -0.71116 hartree
2s4s: E at z=0 -0.80890, slope 0.12425, first-order E at z=1 -0.68465 hartree
Delta, delta, |v|: 0.10626, 0.23505, 0.02643 hartree
First-order crossing of 2p2 with 2s3s: z = 0.4521
First-order crossing of 2p2 with 2s4s: z = 0.6921
First-order crossing of 2p2 with the 2s limit: z = 0.8166
Two-level branch point: 0.4303 + 0.0968 i, modulus 0.4411
Full branch point: 0.4478 + 0.0642 i, modulus 0.4523
Same, 12 orbitals per l: 0.4492 + 0.0639 i, modulus 0.4537
Same, s and p orbitals only: 0.4263 + 0.0570 i, modulus 0.4300
Same, from series coefficients: 0.4477 + 0.0642 i, modulus 0.4523
Levels (hartree) and weight of 2p2 in each:
 z=0.2239: -1.24822 (0.010); -0.93919 (0.971); -0.88559 (0.007); -0.78262 (0.000); -0.73088 (0.000)
  gap of levels 2 and 3: 0.05360 hartree
 z=0.4478: -1.17215 (0.031); -0.85208 (0.504); -0.83796 (0.408); -0.75877 (0.000); -0.71122 (0.000)
  gap of levels 2 and 3: 0.01412 hartree
 z=1.0000: -1.00658 (0.089); -0.75919 (0.010); -0.70778 (0.006); -0.66257 (0.073); -0.65589 (0.509)
  gap of levels 2 and 3: 0.05141 hartree
2p2 weight at z=1 in excited levels below the 2s limit: 0.016
2p2 weight at z=1 above the 2s limit: 0.895
Series error at z=0.2262: 3.6e-15 hartree
Error of the model-energy sum at z=1, orders 2,5,10,20,30,50 (hartree):
 {2s2}: -3.61e-02, -1.20e-02, 3.32e-03, -5.46e-03, -1.81e-03, -8.96e-04
 {2s2,2p2}: 1.06e-01, 5.75e-02, -1.99e+00, -2.40e+03, 9.62e+05, 9.20e+11
 {2s2,2p2,2s3s}: 4.28e-02, 4.94e-02, 4.52e-02, 4.59e-03, -5.95e-01, -1.05e+02
 {2s2,2p2} without 2sns: 1.70e-02, 1.87e-04, 3.62e-05, 2.75e-08, -1.78e-11, -1.20e-14
Modulus of nearest singularity fitted up to orders 38 and 50:
 {2s2}: 0.911, 0.911
 {2s2,2p2}: 0.452, 0.452
 {2s2,2p2,2s3s}: 0.736, 0.754
 {2s2,2p2} without 2sns: 1.650, 1.448
all assertions hold
```
